Why an FFT Grid of 1.5 Times the Cutoff Causes Small Errors

One electron in a smooth periodic well, treated on an FFT grid of 31 points instead of 41, has a density whose highest stored Fourier component is wrong by 42 percent. Yet, provided the potential is supplied through the Fourier components that the grid holds, its energy changes by no more than about 1.8×10⁻⁸ hartree, wherever the well sits relative to the grid points. The finite orbital basis itself costs 3.3×10⁻⁶ hartree, nearly 200 times more. The large relative error sits in a component that is itself tiny, and it enters the energy multiplied by another small number.

**The model and the two grids**

The period is L = 8 bohr and g = 2π/L = 0.785 bohr⁻¹. Wavevectors are given as integers in units of g. The orbital is

ψ(x) = L^(−1/2) Σ_G c_G exp(igGx), |G| ≤ M, Σ_G |c_G|² = 1.

Here M = 10, which is a kinetic-energy cutoff of 30.8 hartree. A grid of N = 2K+1 points, x_j = jL/N, holds the wavevectors |q| ≤ K. "1.5 times the cutoff" means K = 3M/2 with M even, so N = 3M+1 = 31. The double grid has K = 2M and N = 4M+1 = 41. In three dimensions the smaller grid needs about (3/4)³ = 0.42 times as many points, which is the reason for wanting it.

**Which density components are corrupted**

Squaring the orbital gives

n(x) = (1/L) Σ_G Σ_G' c*_G c_G' exp[ig(G'−G)x],

so that, with q = G'−G,

n_q = (1/L) Σ_G c*_G c_{G+q}, |q| ≤ 2M.

The density therefore reaches twice the orbital cutoff, and the double grid holds all of it. On the smaller grid the sampled values n(x_j) are still correct. The fault appears when Fourier components are read from them:

ñ_q = (1/N) Σ_j n(x_j) exp(−igqx_j)
  = Σ_p n_p (1/N) Σ_j exp[2πi(p−q)j/N].

The last sum over j, with its factor 1/N, is 1 if p−q is a multiple of N and 0 otherwise. For |q| ≤ K and |p| ≤ 2M, multiples beyond ±N are out of reach, which leaves

ñ_q = n_q + n_{q−N} + n_{q+N}.

Take q > 0. The component q+N lies beyond 2M and vanishes. The component q−N has size N−q, which is at most 2M only if q ≥ N−2M = M+1. Negative q follows by symmetry. The density thus divides into three bands:

- |q| ≤ M: correct, including the total charge at q = 0.
- M < |q| ≤ 1.5M: contaminated.
- 1.5M < |q| ≤ 2M: not held by the grid, and the source of the contamination.

The folding is a reflection about the edge of the grid: 16 lands on −15, and 20 lands on −11. The least trustworthy components are those nearest the edge, where the true value is smallest and the intruder largest. At q = 15 the true value is 1.53×10⁻⁶ bohr⁻¹ and the grid gives 2.17×10⁻⁶. At q = 11 the relative error is only 0.016 percent.

With N = 3M points instead of 3M+1, the first contaminated component would be N−2M = M.

**Why the intruder is small**

A component n_q with q > K needs two coefficients whose wavevectors differ by more than 1.5M, though neither may exceed M in size. They must lie on opposite sides of zero, each with |G| ≥ M/2+1. For the centred well the coefficients are real and even in G, and

n_16 = (1/L)(2c_6 c_10 + 2c_7 c_9 + c_8²).

With c_6 = 3.73×10⁻³, c_10 = 2.93×10⁻⁴ and c_8 = 9.88×10⁻⁴, the first and last terms give (2.19×10⁻⁶ + 0.98×10⁻⁶)/8 = 3.95×10⁻⁷ bohr⁻¹. The c_7 c_9 term supplies the rest of the 6.46×10⁻⁷ bohr⁻¹ by which the grid value at q = 15 is wrong. For comparison, c_0 = 0.83. The intruder is a product of two tails; products that contain c_0 reach only |q| = M and never wrap.

**Which potential components are corrupted**

Let the potential be supplied through its Fourier components V_q, |q| ≤ K. These are then correct on the grid. The error arises when the potential multiplies an orbital. Between plane waves G and G', with d = G−G', the grid gives

(1/N) Σ_j exp(−igGx_j) V(x_j) exp(igG'x_j) = Σ_{|q|≤K} V_q (1/N) Σ_j exp[2πi(q−d)j/N].

The sum selects the stored q that equals d up to a multiple of N:

|d| ≤ K: V_d, which is correct;
K < d ≤ 2M: V_{d−N} in place of V_d;
−2M ≤ d < −K: V_{d+N} in place of V_d.

The size of the substitute's wavevector, N−|d|, runs from M+1 to K. Potential components with M < |q| ≤ 1.5M are therefore used twice, once correctly and once in the wrong place, while those with 1.5M < |q| ≤ 2M are missing. For d = 16 the grid uses −5.43×10⁻⁴ hartree where −3.67×10⁻⁴ is right. For d = 20 it uses −2.61×10⁻³ instead of −7.6×10⁻⁵, which is 34 times too large.

Since d > K requires G ≥ M/2+1 and G' ≤ −(M/2+1), the wrong elements connect opposite outer parts of the basis. There are 2M+1−d of them for each d, and counting both signs of d gives

2(1 + 2 + … + M/2) = (M/2)(M/2+1).

This is 30 of 441 elements here, and the fraction tends to 1/16 for large M. The components of Vψ with |G| ≤ M/2 are untouched.

A limiting case shows what is special about the factor 1.5. If V has no components above M, both the missing and the substituted values are zero, and every matrix element is correct. The wrapped product then falls outside the orbital basis, where it is discarded.

**One energy error, seen from two sides**

The density and potential errors must not be added. Inserting the double sum for n(x_j) gives

(L/N) Σ_j V(x_j) n(x_j) = Σ_G Σ_G' c*_G c_G' (1/N) Σ_j exp(−igGx_j) V(x_j) exp(igG'x_j).

The left side is the potential energy from the sampled density, and the right side is the expectation value of the grid potential. They are the same number.

To find its error, let the well be symmetric, with real components v_q = v_{−q} when centred, and move it by s. Then V_q = v_q exp(−igqs), and the double-grid coefficients become c_G exp(−igGs), with c_G those of the centred well. First-order perturbation theory weights each matrix-element error with the coefficients. For d > K one pair contributes

c_G c_G' exp(igds) [v_{N−d} exp(−ig(d−N)s) − v_d exp(−igds)]
  = c_G c_G' [v_{N−d} exp(igNs) − v_d].

The pair with d reversed gives the complex conjugate. With ρ_d = Σ_G c_G c_{G−d}, the sum is

ΔE(s) = 2 Σ_{d=K+1}^{2M} ρ_d [v_{N−d} cos(2πNs/L) − v_d]
  = W cos(2πNs/L) + O.

The wrapped part is W = −1.27×10⁻⁸ hartree and the omitted part is O = +0.52×10⁻⁸ hartree. On a grid point they partly cancel, giving −0.75×10⁻⁸ hartree. Midway between points they add to +1.79×10⁻⁸ hartree, or 4.9×10⁻⁷ eV, the largest error this formula allows. With the well on a grid point, a quarter step away and half a step away, diagonalization on both grids agrees with the formula to about 0.1 percent.

Each wrapped term contains two orbital tails and one potential tail. Its density wavevector d and potential wavevector N−d add up to N, so one factor can be large only if the other lies far out.

**Comparison with the cutoff error**

The well used here is a periodic Lorentzian of width a = 0.5 bohr, with v_q proportional to exp(−ag|q|). At large G the Schrödinger equation reads

(g²G²/2 − E) c_G = −Σ_G' v_{G−G'} c_G',

which suggests that c_G also falls as exp(−ag|G|), apart from powers of G. A wrapped term then scales as

exp(−agd) exp(−ag(N−d)) = exp(−agN) ≈ exp(−3agM).

An omitted term ρ_d v_d scales as exp(−2agd); the largest, at d = K+1, has 2d = 3M+2 and so falls at the same rate, exp(−3agM). The cutoff error is quadratic in the coefficients beyond M and scales as exp(−2agM), again apart from powers of M. Their ratio should fall roughly as exp(−agM), a factor 0.21 for each increase of M by 4. With the full grid error midway between points (wrapped and omitted parts together) in the numerator, the computed ratios for M = 6, 10 and 14 are 3.1×10⁻², 5.4×10⁻³ and 1.0×10⁻³, which are steps of 0.17 and 0.18. The estimate drops prefactors that vary slowly with M, so closer agreement is not expected at these cutoffs.

**When the protection fails**

The grid decides which products wrap; how small they are depends on the tails. A well of the same area but width 0.1 bohr has exp(−agM) = 0.46 at M = 10, so its potential components have fallen only to about half by the cutoff. The wrap error midway between grid points is then 4.8×10⁻⁴ hartree, or 13 meV. It is still only 4.6 percent of the cutoff error of 1.04×10⁻² hartree, but that comparison can mislead.

The cutoff error of this model does not change when the well moves, whereas the wrap error does. It produces a false force on the well,

F = −dΔE/ds = W (2πN/L) sin(2πNs/L),

where the true force is zero. This is the egg-box effect, with period L/N. For the smooth well its amplitude is 1.27×10⁻⁸ × 0.785 × 31 = 3.1×10⁻⁷ hartree/bohr. The factor gN = 24 bohr⁻¹ makes forces more sensitive than the energy alone suggests.

**Potentials built from the density, and augmentation**

To see where density-dependent potentials are affected, read n as a planar charge with a cross-section of 1 bohr². The Hartree components 4πn_q/(gq)², q ≠ 0, inherit the density's contaminated band, with the same relative errors. The largest absolute error is 5.85×10⁻⁸ hartree, at q = 15, where the factor 4π/(gq)² is 0.09.

Local exchange, taken in its spin-unpolarized form −(3n/π)^(1/3), behaves differently. It is correct at each grid point, but a cube root has no band limit, so folding also reaches |q| ≤ M. The largest error there is 3×10⁻⁹ hartree on the 1.5 grid and 3×10⁻¹³ hartree on the double grid. The double grid removes aliasing from the density, but not from a nonlinear function of it.

In PAW and ultrasoft methods the argument covers products of the smooth orbitals. Augmentation charges are not such products and need not stop at 2M. The same holds for products of Gaussian or numerical atomic orbitals placed on a grid, and for a potential sampled directly in real space. Without a band limit, the folding sum can reach every component, including q = 0. The effect need not be small: if the smooth well is sampled directly at the grid points, wrapped potential components also multiply the large orbital coefficients. The energy error then swings by about ±1.1×10⁻⁵ hartree on 31 points, more than the cutoff error, and by ±2.2×10⁻⁷ hartree on 41 points.

**What to do**

Move all atoms together by a quarter and by half a grid step and compare the energy and the force on each atom. Both are needed, because with several atoms the energy changes can cancel while false forces remain. In the model a half-step shift from position s changes the energy by 2|W cos(2πNs/L)|. This is 2|W| = 2.5×10⁻⁸ hartree if the well starts on a grid point, but zero if it starts a quarter step away, where the quarter-step shift shows the error instead. Since the shift cannot reveal the constant part O, repeat one calculation on the double grid at the same orbital cutoff. A half step reverses the false force, so it shows nothing if the well starts on a grid point or midway between points, where that force vanishes; the quarter step then brings it to full amplitude. If the changes matter, enlarge the grid, raise the orbital cutoff together with it, or use a smoother potential. If sharp augmentation charges are the cause, give them a denser grid of their own.

The numerical output below lists the individual components and energies.

Computed values

```
period L = 8.0 bohr; 2 pi/L = 0.7854 1/bohr
soft well: A = 1.0 hartree, a = 0.5 bohr
hard well: A = 5.0 hartree, a = 0.1 bohr
M = 10, cutoff energy = 30.84 hartree
1.5 grid: K = 15, N = 31 points; double grid: N = 41 points
density components (1/bohr): q, true, 1.5 grid, wrapped-in q
   0   1.250000e-01   1.250000e-01  none
   5   4.836572e-03   4.836572e-03  none
  10   1.823580e-04   1.823580e-04  none
  11   6.848740e-05   6.849812e-05  -20
  12   2.364558e-05   2.368453e-05  -19
  13   8.999246e-06   9.106979e-06  -18
  14   3.650353e-06   3.919870e-06  -17
  15   1.528816e-06   2.174888e-06  -16
wrong matrix elements: 30 of 441 (6.8 percent)
smallest |G| in a wrong matrix element: 6
centred-well matrix elements (hartree): d, true, used by 1.5 grid
  16  -3.6667e-04  -5.4303e-04
  17  -2.4759e-04  -8.0421e-04
  18  -1.6718e-04  -1.1910e-03
  19  -1.1288e-04  -1.7639e-03
  20  -7.6224e-05  -2.6122e-03
orbital coefficients c_G (no unit):
  G =  0: 8.2886e-01
  G =  5: 7.7396e-03
  G =  6: 3.7309e-03
  G =  8: 9.8806e-04
  G = 10: 2.9283e-04
energy, double grid, M = 10: -0.35002481 hartree
energy, large basis: -0.35002814 hartree
first-order wrapped sum: -1.2682e-08 hartree
first-order omitted sum: 5.2296e-09 hartree
energy error (hartree): s in grid steps, diagonalized, first order
  0.00  -7.4538e-09  -7.4522e-09
  0.25   5.2256e-09   5.2296e-09
  0.50   1.7905e-08   1.7911e-08
  1.00  -7.4538e-09  -7.4522e-09
soft well: M, wrap error, cutoff error (hartree), ratio
   6  5.199e-06  1.683e-04  3.09e-02
  10  1.790e-08  3.330e-06  5.38e-03
  14  8.171e-11  8.214e-08  9.95e-04
hard well, M = 10: wrap 4.795e-04, cutoff 1.039e-02 hartree, ratio 4.62e-02
largest Hartree component error, |q| > M: 5.85e-08 hartree
largest exchange component error, |q| <= M, 1.5 grid: 2.98e-09 hartree
largest exchange component error, |q| <= M, double grid: 3.04e-13 hartree
```
